Why a via can fail sooner on a wide plate

**Question.** Two identical vias land on the same metal film, one on a wide plate and the other in the middle of a long narrow line. The metal holds the same vacancy excess in both places, and the vacancies are equally mobile. Why can the via on the plate fail sooner, by how much, and when does the width make no difference?

**What the via collects**

A void under a via grows by absorbing vacancies from the surrounding metal. Let the film have thickness h, and let φ be the excess vacancy site fraction, that is, the amount above the value in equilibrium with a void. At the start φ is uniform. The via covers a disc of radius a, and this disc acts through the whole thickness as a perfect sink: at its edge the excess is zero. The film faces and the line edges are sealed, and no new vacancies are created. The sink keeps its radius while the void fills it.

Let u be the local excess divided by its initial value. With diffusivity D and time t, it is convenient to use τ = Dt, which has the unit of an area. Conservation of vacancies then reads

∂u/∂τ = ∇²u, u = 1 at τ = 0, u = 0 on the sink.

The missing fraction is v = 1 − u. Its integral over the metal,

A(τ) = ∫ v dS,

is the drained area: the area of fresh metal that holds as many excess vacancies as the via has collected. If each vacancy adds one atomic volume to the void, the void volume is φhA. Let failure mean that the void fills the disc, whose volume is πa²h. The thickness cancels, and failure occurs when

A = A_c = πa²/φ.

Since φ is small, A_c is much larger than the via. The metal touching the via cannot supply the void, so vacancies must come from a distance, and the shape of the metal matters.

**Why a line supplies less**

The missing fraction v obeys the same diffusion equation as u, starts at 0 and equals 1 on the sink. It is therefore the probability that a random walker released at a given point has hit the sink by time τ. The drained area adds up this probability over all starting points.

Take a line of width w with the via at its centre. A sealed edge reflects walkers. Reflecting the whole line repeatedly at its edges gives an unbounded plate with a row of identical sinks at spacing w. A walker in the line has hit its sink exactly when the corresponding walker in this plate has hit some member of the row. The probability of hitting at least one sink cannot exceed the sum of the probabilities of hitting each one, so

v_line(r,τ) ≤ Σₙ Pₙ(r,τ),

where Pₙ refers to sink n alone in the plate. Now integrate over one strip of width w, counting the disc itself with v = 1. Shifting the coordinates by n spacings turns Pₙ on this strip into the one-sink probability on another strip. Together the shifted strips cover the plate once, which gives

A_line + πa² ≤ A_plate + πa², hence A_line ≤ A_plate.

This holds at every time. Neither drained area can decrease, so the via on an unbounded plate fails no later than the one in the line.

The inequality also shows the mechanism. The mirror sinks compete for the same vacancies. A walker that would have reached two of them is counted twice in the sum but can be absorbed once. A lone via in a plate has no such competitors.

The argument can be read backwards. In an unbounded plate, an endless row of real vias at spacing w gives each via the drained area of a via in a line of width w, provided that all act as sinks from the start. What shortens the life of a lone via is thus the metal it does not have to share, and not the width of the plate as such.

**The drained area in the plate**

In an unbounded plate u depends only on the distance r from the via centre. The Laplace transform û(r,s) obeys

sû − 1 = û″ + û′/r.

The solution that stays finite far away and vanishes at r = a is

û = (1/s)[1 − K₀(r√s)/K₀(a√s)],

where K₀ and K₁ are modified Bessel functions. The drained area grows at the rate at which vacancies enter the sink:

dA/dτ = 2πa (∂u/∂r) at r = a.

Since K₀′ = −K₁, the transform of the right side is 2πa√s K₁(a√s)/[sK₀(a√s)]. On the left, A(0) = 0 gives sÂ. Therefore

Â(s) = 2πa√s K₁(a√s)/[s²K₀(a√s)].

Late times correspond to small s. With x = a√s, the leading forms are xK₁(x) ≈ 1 and K₀(x) ≈ −ln(x/2) − γ, where γ ≈ 0.577 is Euler's constant. Multiplying numerator and denominator by 2,

Â ≈ 4π/(s²L), L = C − ln s, C = ln(4/a²) − 2γ.

To return to time, write 1/L as the integral of e^(−pL) over p from 0 to ∞. This turns the logarithm into a power, because e^(−pL) = e^(−pC)s^p. The inverse transform of s^(p−2) is τ^(1−p)/Γ(2−p). For large L small p dominates, and there

1/Γ(2−p) ≈ exp[(1−γ)p − (π²/6−1)p²/2].

The terms linear in p combine to −pΛ, with

Λ = C + ln τ − (1−γ) = ln(4τ/a²) − γ − 1.

Expanding the quadratic term and using ∫e^(−pΛ)dp = 1/Λ and ∫p²e^(−pΛ)dp = 2/Λ³ gives the late law

A_plate ≈ (4πτ/Λ)[1 − (π²/6−1)/Λ²].

The area within a radius √(4τ) of the via is about 4πτ, so to leading order the collected amount equals the fraction 1/Λ of what this area held. The area within reach grows in proportion to time, and the captured fraction falls slowly, as the inverse of a logarithm. The supply rate therefore falls only slowly at late times.

**The drained area in the line**

When √τ is much larger than w, diffusion along the line is one-dimensional except near the via, where the flow must converge on a round sink. Let x run along the line, y across it, and z = x + iy. Near the via the profile is almost steady and proportional to

g = (w/π) ln|2 sinh(πz/w)| + ℓ.

This function satisfies Laplace's equation. It has no slope across the edges, because

|2 sinh(πz/w)|² = 2[cosh(2πx/w) − cos(2πy/w)],

whose derivative in y vanishes at y = ±w/2. Far from the via g tends to |x| + ℓ. Close to the centre it becomes (w/π)ln(2πr/w) + ℓ, and requiring zero at r = a gives

ℓ = (w/π) ln[w/(2πa)].

The replacement of sinh by its argument assumes that a is small against w. The length ℓ measures access to the sink. When it is positive, the via acts like a flat absorber across the line with an extra length ℓ of metal in front of it. When it is negative, the disc blocks so much of the line that the equivalent flat absorber lies ahead of the centre.

The one-dimensional profile that joins this form is

u ≈ erf[(|x|+ℓ)/√(4τ)].

For each arm the missing fraction integrates to

∫₀^∞ erfc[(x+ℓ)/√(4τ)] dx ≈ 2√(τ/π) − ℓ.

The first term is the full integral from zero argument. The second removes the piece of length ℓ, where erfc is close to 1. Details of the start shift the time origin by a fixed amount, which changes √τ less and less as time passes. With two arms of width w, and with the disc subtracted because it is not part of the supply,

A_line ≈ w[4√(τ/π) − 2ℓ] − πa².

Setting this equal to A_c and solving for √τ, then squaring, gives

τ_line ≈ (π/16)[(A_c+πa²)/w + 2ℓ]².

The supply rate in the line now falls as 1/√τ, since each new vacancy comes from farther along the same narrow strip. In the plate the growing distance is nearly offset by the growing circumference from which vacancies come.

**How the two lifetimes compare**

For A_c much larger than both w² and w|ℓ|, the leading terms are τ_line ≈ πA_c²/(16w²) and τ_plate ≈ A_cΛ/(4π). Their ratio is

τ_line/τ_plate ≈ π²A_c/(4w²Λ), Λ taken at τ_plate.

The diffusivity has dropped out: a change of D that is the same in both structures shortens or lengthens both lives by one factor. The excess φ does not drop out. If φ is halved, A_c doubles. The line via then lives about four times as long, while the plate via lives a little more than twice as long, because Λ grows slightly. In this regime a smaller excess makes the difference between the structures larger.

**A worked case**

Take round model parameters that stand for no particular metal: a = 0.05 µm, φ = 0.002, D = 10⁻⁵ µm²/s, and a narrow line with w = 0.2 µm. This φ is not a realistic concentration of free vacancies. It lies above the equilibrium fraction in copper or aluminium even at the melting point, and at this D vacancies so dense would meet one another within about 0.1 s and cluster. For a real film, φ and D can at most be read as effective values for a diffusing deficit of material, and the hours below are model times, not predicted device lifetimes. The area to be drained is

A_c = π(0.05)²/0.002 = 3.93 µm²,

which is 500 times the area of the via.

For the plate, inverting the transform numerically along a contour in the complex s plane and searching for A = A_c gives τ_plate = 2.08 µm². The time is 2.08/10⁻⁵ = 2.08×10⁵ s, or 58 h. The late law can be followed by hand at this τ. Here 4τ/a² = 3328, so

Λ = 8.11 − 0.58 − 1 = 6.53,

A ≈ (26.1/6.53)(1 − 0.645/42.7) = 3.94 µm².

This is about 0.35 % above the value from the full transform.

For the narrow line, ℓ = (0.2/π)ln(0.637) = −0.029 µm. The disc spans half the width, so a is not very small against w, but ℓ hardly matters beside the long stretch of line that must be drained:

τ_line ≈ (π/16)[3.935/0.2 − 0.057]² = 0.19635 × (19.62)² = 75.6 µm².

This corresponds to about 2100 h. The line via lives 36 times as long as the plate via. The simple ratio formula gives 9.87×3.93/(4×0.04×6.53) = 37.

Lines of intermediate width need a numerical solution. The values below come from a two-dimensional grid around the round sink, with spacing 0.005 µm near the via and wider spacing farther out. The line is sealed 80 µm from the via on each side, and the time dependence is again obtained by inverting a Laplace transform.

w = 0.2 µm: 2100 h
w = 0.5 µm: 350 h
w = 1 µm: 115 h
w = 2 µm: 66 h
w = 5 µm: 58 h

At w = 1 µm the access length is no longer a detail. It is ℓ = 0.369 µm, and the line formula gives

τ_line ≈ 0.19635 × (3.935 + 0.737)² = 4.29 µm²,

or 119 h, about 3 % longer than the grid result. Leaving out ℓ would give 84 h. The via lives longer than a flat absorber across the line would, because vacancies must converge on a sink that is narrow compared with the line.

**What diffusion reach does and does not tell**

When the plate via fails, the reach is √(4τ) = 2.9 µm. The plate has 26 µm² of metal within this distance, well above the 3.93 µm² needed. The narrow line has about 2×0.2×2.9, or 1.15 µm², which is less than needed even if every vacancy in it were captured. Reach is not a sharp limit, since some walkers go farther, but the diffusion solution confirms the shortage: the line via has then drained 0.655 µm², and its void fills 17 % of the disc.

A count of vacancies within reach thus gives the right order of the two failures but not the size of the effect. The areas within reach differ by a factor of 26/1.15 = 23, while the collected amounts differ by 3.93/0.655 = 6. The captured shares explain the gap. At its own failure the plate via has collected an amount equal to 15 % of what lay within reach, close to 1/Λ = 0.153. A part of this amount came from farther out. For the line, the leading law gives

4w√(τ/π)/(4w√τ) = 1/√π = 0.56.

The plate offers far more vacancies, but a small round sink captures a smaller share of them.

**When width gives no advantage**

Before diffusion reaches the line edges, the via cannot sense them. If √τ is also small against a, the sink edge acts as a flat absorber of length 2πa, and both structures give

A ≈ 2πa × 2√(τ/π) = 4a√(πτ).

At τ = 10⁻⁴ µm² the reach is 0.02 µm, while the gap between the sink and the edge of the narrow line is 0.05 µm. On the grid, the uptake for w = 0.2 µm and for w = 5 µm then agrees to four digits. By τ = 0.1 µm² the narrow line has collected 45 % as much as the plate, and by 10 µm² only 9 %.

The same reasoning explains why the lifetimes level off. At w = 5 µm the nearest mirror sinks are 5 µm away, well beyond the 2.9 µm reach at failure, and there is little competition left. Widening the metal further changes the life very little. A sealed square plate of side 10 µm, solved on the same kind of grid, also gives 58 h. Some of the collected vacancies do start beyond the 2.9 µm reach, but very few start outside this square, whose edges are 5 µm from the via. Removing the metal there therefore hardly changes the life.

A plate can also be too small. If its total metal area is below A_c, the void cannot fill the disc in this model. A square of side 1.8 µm contains

1.8² − π(0.05)² = 3.23 µm²

of metal outside the via. Even when fully drained it fills 82 % of the disc, so this via survives, while the one in the long line, nine times narrower, fails after 2100 h. A line has the same protection if it is short enough: for w = 0.2 µm its total length must stay below 3.935/0.2 = 19.7 µm.

The comparison also rests on equal starting conditions. Stress and grain structure can differ between a line and a plate, and with them φ and D. The model shows how large a difference in φ would reverse the order. At the plate failure time the narrow line has drained 0.655 µm². It would fail at that same moment if its excess were

φ_line = π(0.05)²/0.655 = 0.012,

six times the value in the plate. With a larger excess than this, and the same D, the line via would fail first. Unequal delays before the voids nucleate could also change the order, as could vacancy sources and competing sinks at grain boundaries and interfaces if they differ between the structures. None of these is included here.

In this model, then, the plate via fails noticeably sooner once the diffusion length √(4τ) at its failure is comparable to or larger than the width of the line, which is the spacing of the mirror sinks. The smaller the via is against the line width, the larger this multiple must be. The line via lives 1.5 times as long as the plate via at a reach of about 0.9w for a/w = 0.25, 2w for a/w = 0.05 and 4w for a/w = 0.001. Ample metal in the plate helps, but a plate that holds only a little more than A_c can still fail well before the narrow line. The line must also not start with an excess large enough to reverse the order. That takes a factor of six at w = 0.2 µm, but only about 1.5 at w = 1 µm. When these conditions hold, the advantage of the line comes from its mirror sinks, which divide among themselves the vacancies that a lone via on a plate can collect alone.

Numbers in the example were calculated in double precision.
